# Integrating the screened interaction of a monolayer near q = 0

## 1. The decision: a denser mesh or a better cell at the origin

A screened-exchange or exciton calculation for a semiconducting monolayer gives the interaction on an affordable $N\times N$ mesh of wavevectors. If the energy still drifts with $N$, one can buy a denser mesh or keep the mesh and integrate the interaction more carefully near $q=0$. What a denser mesh gains depends on the mesh spacing $h$ compared with $1/r_0$, where $r_0$ is the screening length of the layer.

Consider an isotropic, infinitely thin insulating sheet in vacuum. Gaussian electrostatics is used, with $e^2$ standing for $e^2/(4\pi\varepsilon_0)$. Let the sheet have polarizability $\alpha$ per area. A potential $\phi$ then induces the charge density $-\alpha q^2\phi$. A charge density $\rho$ in a plane produces the potential $2\pi\rho/q$ in that plane, so for an external density $\rho_{\rm ext}$

$$
\phi=\frac{2\pi}{q}\left(\rho_{\rm ext}-\alpha q^2\phi\right)
\quad\Rightarrow\quad
\phi=\frac{2\pi\rho_{\rm ext}}{q(1+2\pi\alpha q)} .
$$

With $r_0=2\pi\alpha$, the interaction of two unit charges is

$$
W(q)=\frac{2\pi e^2}{q(1+r_0q)} .
$$

It is counted positive here; an electron–hole attraction carries the opposite sign. For $q\ll1/r_0$ the sheet hardly screens and $W\simeq2\pi e^2/q$. For $q\gg1/r_0$ it screens strongly and $W\simeq2\pi e^2/(r_0q^2)$. A mesh with $h\gg1/r_0$ has no point in the first region except the origin, where $W$ diverges.

The quantity to be integrated is

$$
I=\int\frac{d^2q}{(2\pi)^2}\,W(q)f(q),\qquad f(q)=e^{-q^2s^2/4}.
$$

This $f$ is the Fourier transform of the relative density $e^{-r^2/s^2}/(\pi s^2)$ of a compact pair, with $s\ll r_0$. In polar coordinates $d^2q=2\pi q\,dq$, and the factor $q$ removes the divergence:

$$
I=e^2\int_0^\infty dq\,\frac{f(q)}{1+r_0q}. \tag{1}
$$

On a square lattice of constant $a$, the mesh points in the Brillouin zone together with all reciprocal lattice vectors form one uniform grid $\mathbf q=h\mathbf n$, with $h=2\pi/(Na)$ and integer vectors $\mathbf n$. Local fields, which couple different reciprocal lattice vectors, are neglected. Omitting the origin gives

$$
S=\frac{e^2h^2}{2\pi}{\sum_{\mathbf n}}'\frac{f(q)}{q(1+r_0q)},\qquad E=S-I, \tag{2}
$$

where the prime excludes $\mathbf n=0$. The natural variable is $x=hr_0$. Both limits below assume $hs\ll1$, so that the grid resolves $f$ and the error comes from $W$.

## 2. Fine grids: linear convergence

For $x\ll1$, separate the singular part by the identity

$$
\frac1{q(1+r_0q)}=\frac1q-\frac{r_0}{1+r_0q}. \tag{3}
$$

**The singular part.** With $q=h|\mathbf n|$ and $t=h^2s^2/4$, its sum minus its integral is $h$ times

$$
Z_t={\sum_{\mathbf n}}'\frac{e^{-tn^2}}{|\mathbf n|}-\int d^2n\,\frac{e^{-tn^2}}{|\mathbf n|}.
$$

Write $e^{-tn^2}/|\mathbf n|=\pi^{-1/2}\int_t^\infty du\,(u-t)^{-1/2}e^{-un^2}$ and define $\Theta(u)=\sum_{\mathbf n}e^{-un^2}$, including $\mathbf n=0$. Since $\int d^2n\,e^{-un^2}=\pi/u$, the limit $t\to0$ is

$$
Z=\frac1{\sqrt\pi}\int_0^\infty\frac{du}{\sqrt u}\left[\Theta(u)-1-\frac\pi u\right].
$$

Poisson summation gives $\Theta(u)=(\pi/u)\Theta(\pi^2/u)$. The bracket therefore tends to $-1$ at small $u$ and to $-\pi/u$ at large $u$, and the integral converges at both ends. Split it at $u=\pi$. Above $\pi$, the term $-\pi/u$ contributes $-2$. Below $\pi$, Poisson summation turns the bracket into $(\pi/u)[\Theta(\pi^2/u)-1]-1$, whose last term contributes another $-2$. In the rest, $v=\pi^2/u$ gives $u^{-1/2}(\pi/u)\,du\to v^{-1/2}dv$, apart from the reversal of limits. Both halves thus contain the same integral, and

$$
Z=-4+\frac2{\sqrt\pi}\int_\pi^\infty\frac{dv}{\sqrt v}[\Theta(v)-1]
=-4+2{\sum_{\mathbf n}}'\frac{\operatorname{erfc}(\sqrt\pi|\mathbf n|)}{|\mathbf n|}=-3.900265 .
$$

**The regular part.** Let $g=r_0f/(1+r_0q)$, which is finite at the origin but has a conical cusp. If the origin were included, the midpoint error of order $h^2$ would be proportional to $\int d^2q\,\nabla^2g$. This vanishes, because the flux of $\nabla g$ is zero at infinity and through a shrinking circle around the cusp. The cusp leaves an error of order $r_0^2h^3$. Omitting the origin removes $h^2g(0)=h^2r_0$ from the sum. Since $g$ enters (3) with a minus sign, the error changes by $+h^2r_0$. Multiplying both parts by $e^2/2\pi$ gives

$$
E=\frac{e^2}{r_0}\left[\frac{Z}{2\pi}x+\frac{x^2}{2\pi}+O(x^3)\right],\qquad \frac Z{2\pi}=-0.62075. \tag{4}
$$

Halving $h$ eventually halves the error. The leading term is $Ze^2h/2\pi$, without $r_0$; the screening length determines where this term takes over.

## 3. Coarse grids: a logarithm

For $x\gg1$, every retained point satisfies $q\ge h\gg1/r_0$. Replacing $1/[q(1+r_0q)]$ by $1/(r_0q^2)$ changes the sum by at most $(e^2/2\pi r_0x)\sum'|\mathbf n|^{-3}$, a correction of order $1/x$ in units of $e^2/r_0$. Hence

$$
S\simeq\frac{e^2}{2\pi r_0}{\sum_{\mathbf n}}'\frac{e^{-tn^2}}{n^2},
\qquad {\sum_{\mathbf n}}'\frac{e^{-tn^2}}{n^2}=\int_t^\infty du\,[\Theta(u)-1].
$$

Split again at $\pi$ and apply Poisson summation below it:

$$
\int_t^\pi du\,[\Theta(u)-1]
=\pi\ln\frac\pi t-(\pi-t)+\pi\int_\pi^{\pi^2/t}\frac{dv}{v}[\Theta(v)-1].
$$

As $t\to0$, the last integral becomes a sum of exponential integrals $E_1(z)=\int_z^\infty dv\,e^{-v}/v$. The lattice sum is therefore $-\pi\ln t+C$, with

$$
C=\pi\ln\pi-\pi+{\sum_{\mathbf n}}'\left[\frac{e^{-\pi n^2}}{n^2}+\pi E_1(\pi n^2)\right]=0.771605 .
$$

The exact integral (1) is needed for $s\ll r_0$. Put $\beta=s/2$ and $\epsilon=1/r_0$, and integrate by parts:

$$
\int_0^\infty dq\,\frac{e^{-\beta^2q^2}}{q+\epsilon}
=-\ln\epsilon+\int_0^\infty dq\,2\beta^2q\,e^{-\beta^2q^2}\ln(q+\epsilon).
$$

In the last integral $\epsilon$ may be set to zero. With $w=\beta^2q^2$ it becomes $\int_0^\infty dw\,e^{-w}(\tfrac12\ln w-\ln\beta)=-\gamma/2-\ln\beta$, where $\gamma$ is Euler's constant. Therefore $I\simeq(e^2/r_0)[\ln(2r_0/s)-\gamma/2]$. On the grid side, $-\tfrac12\ln t=\ln(2/hs)$. The width $s$ cancels in the difference:

$$
E\simeq-\frac{e^2}{r_0}(\ln x-c),\qquad c=\frac C{2\pi}+\frac\gamma2=0.411413. \tag{5}
$$

Each halving of $h$ now removes a fixed energy $(e^2/r_0)\ln2$, not a fixed fraction of the error. This is the sense in which a uniform grid starts to converge when its spacing falls below $1/r_0$. Formally the sum converges as $h\to0$ in every case; $x\approx1$ is the crossover to power-law convergence and does not guarantee a small error.

Two numerical tests, with $s=2$ Å and $a=4$ Å, attribute the crossover to $r_0$. At $x=2$, the errors for $r_0=20$ and $80$ Å are $-0.8300$ and $-0.8305$ in units of the respective $e^2/r_0$. With $r_0=0$, the error ratio between $N=12$ and $24$ is 1.9985, so linear convergence is already present on these coarse meshes.

## 4. Averaging over the central cell

The square central cell consists of eight triangles. In each, the radius runs from 0 to $h/(2\cos\varphi)$ and the angle from 0 to $\pi/4$.

**Bare average.** One may average $2\pi e^2/q$ and multiply by the inverse dielectric function at $q=0$, which is 1. This adds

$$
\frac{e^2}{2\pi}\,8\int_0^{\pi/4}\frac{h\,d\varphi}{2\cos\varphi}
=\frac{2e^2h}{\pi}\ln(1+\sqrt2). \tag{6}
$$

For $x\gg1$ this grows linearly with $x$ in units of $e^2/r_0$, while the missing energy grows logarithmically. The result overshoots, because the unscreened value at one point has been assigned to a cell that is mostly strongly screened.

**Screened average.** Averaging the product instead adds

$$
A=\frac{e^2}{2\pi}\,8\int_0^{\pi/4}d\varphi\int_0^{h/(2\cos\varphi)}\frac{dq}{1+r_0q}
=\frac{4e^2}{\pi r_0}\int_0^{\pi/4}d\varphi\,\ln\left(1+\frac{x}{2\cos\varphi}\right). \tag{7}
$$

For small $x$, use $\ln(1+y)=y-y^2/2+O(y^3)$. The linear term reproduces (6). The quadratic term is $-(e^2/r_0)(x^2/2\pi)\int_0^{\pi/4}d\varphi/\cos^2\varphi=-(e^2/r_0)x^2/2\pi$, which cancels the quadratic term in (4). What remains is

$$
E+A=\frac{e^2}{r_0}\left[-0.05965\,x+O(x^3)\right],
$$

where the coefficient is $Z/2\pi+(2/\pi)\ln(1+\sqrt2)$. For large $x$, the 1 in the logarithm of (7) is negligible and $\ln x$ cancels against (5):

$$
E+A\to\frac{e^2}{r_0}\left[c-\frac4\pi\int_0^{\pi/4}d\varphi\,\ln(2\cos\varphi)\right]=-0.17171\,\frac{e^2}{r_0}. \tag{8}
$$

An exact central cell therefore leaves an error that does not shrink with $h$ while $x\gg1$. Its source is the midpoint sampling of the neighbours. In a cell of side $h$, the integral minus the midpoint value is $h^4\nabla^2W/24$ to leading order. For $W\propto1/q^2$ one has $\nabla^2q^{-2}=4q^{-4}$, and with $q=h|\mathbf n|$ all powers of $h$ cancel. For $W\propto1/q$, $\nabla^2q^{-1}=q^{-3}$ leaves one power of $h$.

## 5. Averaging over a block of cells

The remedy is to replace $W$ by its cell average for all $|n_x|,|n_y|\le M$, keeping $f$ at the cell centres. Formula (7) serves the central cell. In the others $W$ is smooth, and a small Gauss–Legendre product rule suffices.

The remaining midpoint error can be estimated by integrating the leading term outside a circle of radius $\rho=M+\tfrac12$, in units of $h$, with $f=1$:

$$
|\delta E|\sim\frac{e^2}{r_0}\frac1{12\rho^2}\quad(x\gg1),\qquad
|\delta E|\sim\frac{e^2h}{24\rho}\quad(\rho x\ll1). \tag{9}
$$

The sum lies below the integral in both cases. Since the circle lies inside the square block, these estimates exceed the actual remaining error in magnitude, by roughly 10 to 30% for $M=1$ to 8. At fixed $M$ the final convergence is still linear, with a small coefficient. If the block instead covers a fixed region $q\lesssim Q$, then $\rho\approx Q/h$ and both estimates become quadratic in $h$.

The second error comes from the variation of $f$ inside the averaged cells. In the central cell, $f-1\simeq-q^2s^2/4$. For $x\gg1$, its product with $W$ integrates to about $-(e^2/r_0)h^2s^2/8\pi$, so using $f(0)=1$ overestimates this cell. In the other cells the linear variation of $f$ couples to the slope of $W$, giving $h^4\nabla W\cdot\nabla f/12$ per cell, and the curvature of $f$ gives $h^4W\nabla^2f/24$. Summed over the plane, these are of order $(e^2/r_0)h^2s^2$ times at most a logarithm of $1/hs$. Averaging $W$ thus removes the demand $h\ll1/r_0$ but leaves the demand that $h$ resolve $f$.

## 6. Subsampling obeys the same rule

Where (7) is unavailable, the central cell can be filled with $m\times m$ midpoints, $m$ even, so that none falls on the origin. The subspacing is $\delta=h/m$. For $\delta r_0\ll1$, the leading error comes from the $1/q$ singularity seen by a grid displaced by half a step.

Its constant follows from $Z$. Stretching a lattice by $\lambda$ divides the regularized sum of $1/|\mathbf n|$ by $\lambda$. Integer points with $n_x+n_y$ even form a square lattice stretched by $\sqrt2$, contributing $Z/\sqrt2$. Points with both components even contribute $Z/2$. The difference, $Z/\sqrt2-Z/2$, belongs to points with both components odd. Shrinking these by 2 gives the half-integer points and doubles the value to $(\sqrt2-1)Z$. Hence

$$
\text{subsampling error}\simeq(\sqrt2-1)\frac{Ze^2h}{2\pi m}. \tag{10}
$$

The cell boundary lies midway between points and adds errors of order $\delta^2$; the cusp of the regular part in (3) adds one of order $e^2r_0^2\delta^3$, which can be the larger of the two until $\delta r_0$ is very small. Because the leading error is linear in $1/m$, the combination $2A_{2m}-A_m$ removes it. The subgrid, in place of the main mesh, must resolve $1/r_0$.

## 7. A numerical case

Take the round model values $r_0=40$ Å, $s=2$ Å and $a=4$ Å. Then $e^2/r_0=14.39965/40$ eV $=0.360$ eV, and $x=1$ at $N=2\pi\cdot40/4=62.8$. Equation (1) gives $I=1.239135$ eV. The same value follows in real space from averaging the potential $(\pi e^2/2r_0)[H_0(r/r_0)-Y_0(r/r_0)]$ over the Gaussian density, where $H_0$ is the Struve function and $Y_0$ the Bessel function of the second kind.

Errors $S-I$, in meV, with each treatment of the small-$q$ region:

| $N$ | $x$ | origin omitted | bare average | screened average | block, $M=4$ |
|---:|---:|---:|---:|---:|---:|
| 3 | 20.9 | −957 | 3273 | −42.7 | −7.7 |
| 12 | 5.24 | −535 | 522 | −42.9 | −2.2 |
| 48 | 1.31 | −220 | 44.6 | −21.9 | −1.0 |
| 192 | 0.327 | −67.5 | −1.3 | −6.8 | −0.6 |
| 384 | 0.164 | −35.1 | −2.0 | −3.5 | −0.4 |

With the origin omitted, the first halving of the spacing, from $N=3$ to 6, divides the error by 1.29; the last, from 192 to 384, divides it by 1.92. At $N=48$, close to the crossover, the error is still $220/1239=18\%$ of the pair energy. The linear term of (4) predicts that a 10 meV error requires

$$
N=\frac{2\pi\cdot0.62075\cdot14.39965}{4\cdot0.010}\approx1404 ,
$$

rounded up from the unrounded value to 1405. Direct summation at $N=1405$ gives $-9.88$ meV. The block average has an error of $-7.7$ meV at $N=3$.

The coarse law is best judged far from the crossover but with $hs$ still small, which requires a larger $r_0$. For $r_0=2000$ Å, $h=0.1$ Å$^{-1}$ and $s=2$ Å, so that $x=200$ and $hs=0.2$, (5) gives $-4.887\,e^2/r_0$ and the sum gives $-4.893\,e^2/r_0$. The screened central cell leaves $-0.1683\,e^2/r_0$ there, close to (8). In the worked case its error at $N=3$, 6 and 12 is $-42.7$, $-48.3$ and $-42.9$ meV and does not reach the limiting $-0.17171\cdot360=-62$ meV, mainly because $hs$ is not small at $N=3$ and because $1/x$ is not small at $N=12$.

The bare average looks better than the screened one at $N=192$ and 384. This is a cancellation: the positive $x^2/2\pi$ survives in the bare scheme and opposes $-0.05965x$. These two terms cancel at $x=2\pi\cdot0.05965=0.375$. Higher terms shift the actual sign change of the error to $x\approx0.41$, between the meshes $N=96$ and 192. Both schemes share the same linear term as $h\to0$.

At $N=12$, enlarging the block from $M=0$ to 1, 2 and 4 changes the error from $-42.9$ to $-8.8$, $-4.0$ and $-2.2$ meV. The first ring of neighbours brings most of the gain. For the central cell at $N=3$, whose value is 0.9148 eV, $20\times20$ subsampling is wrong by $-93$ meV although $\delta r_0$ is already 1.05. With $m=400$ the error is $-4.85$ meV, as (10) predicts, and extrapolation from $m=200$ and 400 gives 0.914796 eV against 0.914801 eV from (7).

## 8. Procedure and range of validity

1. Obtain $r_0$ from the dielectric function at small nonzero $q$, as $r_0=[\varepsilon(q)-1]/q$, and check that this ratio is constant there.
2. Compute $f$ on a mesh that resolves its own variation.
3. Use (7) at the origin, cell averages of $W$ in a block around it, and point values outside.
4. Increase $M$ and $N$ separately, since they control different errors.

If the surroundings have dielectric constant $\kappa$, the denominator becomes $q(\kappa+r_0q)=\kappa q[1+(r_0/\kappa)q]$. All results of Sections 1 to 6 hold with $e^2\to e^2/\kappa$ and $r_0\to r_0/\kappa$, so the crossover moves to the larger spacing $\kappa/r_0$. Step 1 then reads $r_0=[\varepsilon(q)-\kappa]/q$, with $\varepsilon=\kappa+r_0q$. For an anisotropic sheet with $\varepsilon=1+r_0(\varphi)q$, the radial integration in (7) is unchanged, but the eightfold symmetry is generally lost, and the angular integral then runs over the whole cell with $r_0(\varphi)$ inside.

The linear dielectric function fails when $q$ times the layer thickness is not small; the averages must then use the computed $\varepsilon(q)$. It also fails for a doped layer, where free carriers screen at $q\to0$ and remove the $1/q$ divergence on which (4) rests. Finally, if $f$ itself varies on the scale $1/r_0$, as for an exciton whose radius is comparable with $r_0$, averaging $W$ alone does not allow a spacing $h\gg1/r_0$: either the mesh must resolve this scale, or the product $Wf$ must be integrated within the cells. The numerical output lists the remaining meshes and checks.

## Calculated quantities

```
e^2 = 14.39965 eV A; r0 = 40 A; s = 2 A; a = 4 A
energy unit e^2/r0 = 359.99 meV
1/r0 = 0.0250 1/A, reached at N = 62.8
pair energy, radial q integral = 1.239135 eV
pair energy, real-space integral = 1.239135 eV
lattice constant Z = -3.900265; C = 0.771605; c = 0.411413
slope, q=0 omitted: -0.62075; screened head: -0.05965
coarse-grid limit of screened-head error = -0.17171 e^2/r0
Errors in meV: q=0 omitted, bare head, screened head, block M=4
  N   h (1/A)    h*r0   omitted      bare  screened     block
  3   0.52360  20.944   -957.48   3273.01    -42.68     -7.71
  6   0.26180  10.472   -740.99   1374.26    -48.31     -4.71
 12   0.13090   5.236   -535.28    522.34    -42.92     -2.19
 24   0.06545   2.618   -357.65    171.17    -32.97     -1.32
 48   0.03272   1.309   -219.80     44.61    -21.90     -1.02
 96   0.01636   0.654   -125.22      6.98    -12.76     -0.82
192   0.00818   0.327    -67.45     -1.34     -6.81     -0.60
384   0.00409   0.164    -35.09     -2.04     -3.48     -0.39
error ratio on halving h, q=0 omitted: 1.292 1.384 1.497 1.627 1.755 1.857 1.922
N=384, q=0 omitted: law -35.030 meV, sum -35.087 meV
h*r0=200, q=0 omitted: law -4.8869, sum -4.8925 e^2/r0
  removed by halving h: 0.6849 e^2/r0 (ln 2 = 0.6931)
  screened-head error: -0.1683 e^2/r0
h*r0=2, error in e^2/r0: r0=20 A -0.8300, r0=80 A -0.8305
no screening, error ratio N=12 to 24: 1.9985
N=12, error in meV for block M: M=0 -42.92, M=1 -8.80, M=2 -4.03, M=4 -2.19
N=3, central cell, angular formula = 0.914801 eV
  m=  4, h*r0/m=5.236: error -343.613 meV, linear law -484.651 meV
  m= 20, h*r0/m=1.047: error -93.169 meV, linear law -96.930 meV
  m=100, h*r0/m=0.209: error -19.343 meV, linear law -19.386 meV
  m=400, h*r0/m=0.052: error -4.845 meV, linear law -4.847 meV
  extrapolated from m=200 and 400 = 0.914796 eV
q=0 omitted, target 10 meV: linear law gives N = 1405, h*r0 = 0.0447
  error found at this N = -9.880 meV
```
